# Small-aberration Strehl loss from normalized Zernike coefficients: test program

```python
"""Small-aberration Strehl loss from normalized Zernike coefficients.

Result under test: for a uniform circular pupil with phase
phi = sum_j a_j Z_j (radians), <Z_i Z_j> = delta_ij and Z_1 = 1,
S = |<exp(i phi)>|^2 = 1 - sum_{j>=2} a_j^2 + fourth-order terms.
Here < > is the average over the unit disk, S is the relative intensity
at the fixed nominal image point, and W_j = a_j*wavelength/(2 pi).
mu4 is the fourth central moment of phi; v is the scaled image position.
Zernike functions use the Noll ordering; negative m denotes a sine.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from scipy.optimize import root
from scipy.special import j1

# Quadrature over the disk: Gauss in t=r^2, equally spaced in angle.
nodes, weights = np.polynomial.legendre.leggauss(28)
n_angles = 72
angles = 2 * np.pi * np.arange(n_angles) / n_angles
t, theta = np.meshgrid((nodes + 1) / 2, angles, indexing="ij")
area_weight = np.repeat(weights[:, None] / (2 * n_angles), n_angles, axis=1)
r = np.sqrt(t)
x_pupil, y_pupil = r * np.cos(theta), r * np.sin(theta)


def average(values, amplitude=1.0):
    weight = area_weight * amplitude
    return np.sum(weight * values) / np.sum(weight)


def variance(phase, amplitude=1.0):
    return average((phase - average(phase, amplitude)) ** 2, amplitude)


def strehl(phase, amplitude=1.0):
    return abs(average(np.exp(1j * phase), amplitude)) ** 2


def zernike(n, signed_m):
    m = abs(signed_m)
    k = (n - m) // 2
    generator = Polynomial([0, 1]) ** (k + m) * Polynomial([-1, 1]) ** k
    derivative = generator.deriv(k) if k else generator
    radial = r**m * Polynomial(derivative.coef[m:] / math.factorial(k))(t)
    if m == 0:
        return math.sqrt(n + 1) * radial
    angular = np.cos(m * theta) if signed_m > 0 else np.sin(m * theta)
    return math.sqrt(2 * (n + 1)) * radial * angular


modes = [(0, 0), (1, 1), (1, -1), (2, 0), (2, -2), (2, 2), (3, -1),
         (3, 1), (3, -3), (3, 3), (4, 0), (4, 2), (4, -2), (4, 4), (4, -4)]
Z = np.array([zernike(n, m) for n, m in modes])
gram = np.array([[average(a * b) for b in Z] for a in Z])
gram_error = np.max(abs(gram - np.eye(len(Z))))
assert gram_error < 1e-11

# Round model parameters; lengths are in nm.
wavelength, numerical_aperture = 193.0, 0.5
names = {1: "piston", 2: "tilt x", 3: "tilt y", 4: "defocus",
         6: "astigmatism", 7: "coma y", 8: "coma x", 11: "spherical"}
W = np.zeros(len(Z))
for j, value in {1: 10, 2: 2, 3: -1, 4: 3, 6: 1.5, 7: 1, 8: -2, 11: 2}.items():
    W[j - 1] = value
a = 2 * np.pi * W / wavelength
phase = np.tensordot(a, Z, axes=1)
loss_sum = np.sum(a[1:] ** 2)
S = strehl(phase)
assert np.isclose(variance(phase), loss_sum, rtol=1e-11)
assert np.isclose(strehl(phase - a[0]), S, rtol=1e-12)
assert abs((1 - S) - np.sum(a**2)) > 0.5 * loss_sum


def quartic_term(phi):
    mu4 = average((phi - average(phi)) ** 4)
    return (mu4 + 3 * variance(phi) ** 2) / 12


# Bounds at several strengths and the separately measured quartic remainder.
scale_rows = []
for scale in (0.5, 1.0, 2.0, 4.0):
    value = strehl(scale * phase)
    estimate = scale**2 * loss_sum
    assert 1 - estimate <= value <= 1 - estimate + quartic_term(scale * phase)
    scale_rows.append((scale, math.sqrt(estimate), 1 - value, estimate,
                       100 * (estimate / (1 - value) - 1)))
small = 0.25
remainder = strehl(small * phase) - 1 + small**2 * loss_sum
assert np.isclose(remainder, quartic_term(small * phase), rtol=3e-3)

# Closed diffraction results for single aberrations.
trial = 0.7
defocus_closed = (math.sin(math.sqrt(3) * trial) / (math.sqrt(3) * trial)) ** 2
tilt_closed = (j1(2 * trial) / trial) ** 2
assert np.isclose(strehl(trial * Z[3]), defocus_closed, rtol=1e-11)
assert np.isclose(strehl(trial * Z[1]), tilt_closed, rtol=1e-11)


def find_peak(phi):
    def gradient(v):
        wave = np.exp(1j * (phi + v[0] * x_pupil + v[1] * y_pupil))
        field = average(wave)
        return [2 * np.real(np.conj(field) * average(1j * q * wave))
                for q in (x_pupil, y_pupil)]
    solution = root(gradient, [0.0, 0.0], tol=1e-12)
    assert np.max(np.abs(gradient(solution.x))) < 1e-10
    v = solution.x
    return v, strehl(phi + v[0] * x_pupil + v[1] * y_pupil)


peak_v, peak_S = find_peak(phase)
half_v, half_S = find_peak(0.5 * phase)
for vx in np.linspace(-4, 4, 17):
    for vy in np.linspace(-4, 4, 17):
        assert strehl(phase + vx * x_pupil + vy * y_pupil) <= peak_S + 1e-12
tilt_free_sum = np.sum(a[3:] ** 2)
predicted_v = -2 * a[1:3]
peak_remainder = peak_S - 1 + tilt_free_sum
half_remainder = half_S - 1 + 0.25 * tilt_free_sum
assert 14 < peak_remainder / half_remainder < 18
shift_error = np.linalg.norm(peak_v - predicted_v)
half_shift_error = np.linalg.norm(half_v - 0.5 * predicted_v)
assert shift_error < 0.1 * np.linalg.norm(predicted_v)
assert 6 < shift_error / half_shift_error < 10

# A phase not supplied as a Zernike series: b*r^4.
b = 0.1
power_phase = b * r**4
projected = np.array([average(power_phase * mode) for mode in Z])
power_sum = np.sum(projected[1:] ** 2)
assert np.isclose(power_sum, variance(power_phase), rtol=1e-10)
assert np.isclose(power_sum, 4 * b**2 / 45, rtol=1e-10)
assert np.isclose(1 - strehl(power_phase), power_sum, rtol=2e-3)

# Unit-edge normalization changes the coefficient's contribution.
edge_c = 0.05
edge_loss = 1 - strehl(edge_c * (6 * r**4 - 6 * r**2 + 1))
assert np.isclose(edge_loss / edge_c**2, 1 / 5, rtol=2e-3)

# Nonuniform amplitude requires its own weighted variance.
amplitude = np.exp(-r**2)
weighted_loss = (1 - strehl(0.1 * phase, amplitude)) / 0.1**2
weighted_variance = variance(phase, amplitude)
assert np.isclose(weighted_loss, weighted_variance, rtol=1e-3)
assert abs(weighted_loss - loss_sum) > 0.05 * loss_sum

# Small rms is insufficient when a small area has a large phase.
cells = (np.arange(1000) + 0.5) / 1000
fraction = 0.01
spot_phase = np.where(cells < fraction, np.pi, 0.0)
spot_loss = 1 - abs(np.mean(np.exp(1j * spot_phase))) ** 2
spot_variance = np.var(spot_phase)
assert np.isclose(spot_loss, 4 * fraction * (1 - fraction), rtol=1e-10)
assert spot_variance > 2 * spot_loss

print(f"Wavelength: {wavelength:.1f} nm")
print(f"Numerical aperture: {numerical_aperture:.2f} (dimensionless)")
print(f"Largest orthonormality error, 15 modes: {gram_error:.1e} (dimensionless)")
for j, name in names.items():
    print(f"j={j:2d} {name}: W={W[j-1]:.2f} nm, a={a[j-1]:.6f} rad, "
          f"a^2={a[j-1]**2:.7f} rad^2")
print(f"RMS wavefront without piston: {np.linalg.norm(W[1:]):.4f} nm")
print(f"RMS phase without piston: {math.sqrt(loss_sum):.6f} rad")
print(f"Sum of squares without piston: {loss_sum:.7f} (dimensionless)")
print(f"Sum of squares with piston: {np.sum(a**2):.7f} (dimensionless)")
print(f"Integrated Strehl ratio: {S:.7f} (dimensionless)")
print(f"Integrated Strehl loss: {1-S:.7f} (dimensionless)")
print(f"Lower bound on S: {1-loss_sum:.7f} (dimensionless)")
print(f"Upper bound on S: {1-loss_sum+quartic_term(phase):.7f} (dimensionless)")
print(f"Quartic term: {quartic_term(phase):.7f} (dimensionless)")
print(f"exp(-variance): {math.exp(-loss_sum):.7f} (dimensionless)")
for scale, rms, loss, estimate, error in scale_rows:
    print(f"Scale {scale:.1f}: rms={rms:.5f} rad, loss={loss:.6f}, "
          f"sum={estimate:.6f}, excess={error:.3f} percent")
to_nm = wavelength / (2 * np.pi * numerical_aperture)
print(f"Predicted peak x,y: {predicted_v[0]*to_nm:.4f}, "
      f"{predicted_v[1]*to_nm:.4f} nm")
print(f"Computed peak x,y: {peak_v[0]*to_nm:.4f}, {peak_v[1]*to_nm:.4f} nm")
print(f"Peak intensity ratio: {peak_S:.7f} (dimensionless)")
print(f"Peak loss: {1-peak_S:.7f} (dimensionless)")
print(f"Sum without piston and tilts: {tilt_free_sum:.7f} (dimensionless)")
print(f"Single-mode test coefficient: {trial:.2f} rad")
print(f"Defocus-only S: {defocus_closed:.6f} (dimensionless)")
print(f"Tilt-only S: {tilt_closed:.6f} (dimensionless)")
print(f"Phase b*r^4, b: {b:.3f} rad")
print(f"Its a1,a4,a11: {projected[0]:.7f}, {projected[3]:.7f}, "
      f"{projected[10]:.7f} rad")
print(f"Its sum and loss: {power_sum:.8f}, {1-strehl(power_phase):.8f} "
      "(dimensionless)")
print(f"Unit-edge spherical coefficient: {edge_c:.3f} rad")
print(f"Its loss divided by c^2: {edge_loss/edge_c**2:.6f} rad^-2")
print(f"Weighted variance, amplitude exp(-r^2): {weighted_variance:.7f} rad^2")
print(f"Scaled weighted loss (scale 0.1): {weighted_loss:.7f} (dimensionless)")
print(f"Pi-phase spot area fraction: {fraction:.3f} (dimensionless)")
print(f"Spot rms phase: {math.sqrt(spot_variance):.6f} rad")
print(f"Spot variance and loss: {spot_variance:.6f}, {spot_loss:.6f} "
      "(dimensionless)")
print("all assertions hold")
```

Printed output:

```
Wavelength: 193.0 nm
Numerical aperture: 0.50 (dimensionless)
Largest orthonormality error, 15 modes: 4.7e-15 (dimensionless)
j= 1 piston: W=10.00 nm, a=0.325554 rad, a^2=0.1059852 rad^2
j= 2 tilt x: W=2.00 nm, a=0.065111 rad, a^2=0.0042394 rad^2
j= 3 tilt y: W=-1.00 nm, a=-0.032555 rad, a^2=0.0010599 rad^2
j= 4 defocus: W=3.00 nm, a=0.097666 rad, a^2=0.0095387 rad^2
j= 6 astigmatism: W=1.50 nm, a=0.048833 rad, a^2=0.0023847 rad^2
j= 7 coma y: W=1.00 nm, a=0.032555 rad, a^2=0.0010599 rad^2
j= 8 coma x: W=-2.00 nm, a=-0.065111 rad, a^2=0.0042394 rad^2
j=11 spherical: W=2.00 nm, a=0.065111 rad, a^2=0.0042394 rad^2
RMS wavefront without piston: 5.0249 nm
RMS phase without piston: 0.163589 rad
Sum of squares without piston: 0.0267613 (dimensionless)
Sum of squares with piston: 0.1327464 (dimensionless)
Integrated Strehl ratio: 0.9735566 (dimensionless)
Integrated Strehl loss: 0.0264434 (dimensionless)
Lower bound on S: 0.9732387 (dimensionless)
Upper bound on S: 0.9735589 (dimensionless)
Quartic term: 0.0003202 (dimensionless)
exp(-variance): 0.9735937 (dimensionless)
Scale 0.5: rms=0.08179 rad, loss=0.006670, sum=0.006690, excess=0.299 percent
Scale 1.0: rms=0.16359 rad, loss=0.026443, sum=0.026761, excess=1.202 percent
Scale 2.0: rms=0.32718 rad, loss=0.102067, sum=0.107045, excess=4.877 percent
Scale 4.0: rms=0.65435 rad, loss=0.354982, sum=0.428180, excess=20.620 percent
Predicted peak x,y: -8.0000, 4.0000 nm
Computed peak x,y: -8.1223, 4.0176 nm
Peak intensity ratio: 0.9788332 (dimensionless)
Peak loss: 0.0211668 (dimensionless)
Sum without piston and tilts: 0.0214620 (dimensionless)
Single-mode test coefficient: 0.70 rad
Defocus-only S: 0.596586 (dimensionless)
Tilt-only S: 0.599403 (dimensionless)
Phase b*r^4, b: 0.100 rad
Its a1,a4,a11: 0.0333333, 0.0288675, 0.0074536 rad
Its sum and loss: 0.00088889, 0.00088855 (dimensionless)
Unit-edge spherical coefficient: 0.050 rad
Its loss divided by c^2: 0.199957 rad^-2
Weighted variance, amplitude exp(-r^2): 0.0239421 rad^2
Scaled weighted loss (scale 0.1): 0.0239395 (dimensionless)
Pi-phase spot area fraction: 0.010 (dimensionless)
Spot rms phase: 0.312585 rad
Spot variance and loss: 0.097709, 0.039600 (dimensionless)
all assertions hold
```
